# Symmetric trial vectors: fast convergence, possibly to the wrong states

Six electrons sit in a square cell, and the potential has the full symmetry of the square. Neglecting their interaction, we need the three lowest one-electron levels, each filled twice. The wave functions are expanded in plane waves, and an iterative solver improves three trial vectors until their residuals are small. Since the potential is symmetric, it seems natural to begin with symmetric vectors.

The belief to be examined has two parts. The first is that such a start speeds convergence at no risk. The second is its pessimistic opposite: because the Hamiltonian $H$ and a diagonal preconditioner preserve irreducible representations (irreps), a symmetry absent from the start can never be found unless the vectors are randomized.

Both parts have good grounds. A symmetric start removes irrelevant directions, the residuals do fall quickly, and the vectors obtained are true eigenvectors. But they need not be the lowest ones. And the pessimistic rule needs three amendments, concerning the word "diagonal", the word "never" and the need for randomness.

## What the symmetry conserves

Let the cell have side $a$, put $g=2\pi/a$, and work at zero Bloch wave vector. The plane waves $e^{i\mathbf G\cdot\mathbf r}$ have $\mathbf G=g(n_1,n_2)$, and

$$H_{\mathbf G\mathbf G'}=T_{\mathbf G}\,\delta_{\mathbf G\mathbf G'}+\tilde V(\mathbf G-\mathbf G'),\qquad T_{\mathbf G}=\frac{\hbar^2G^2}{2m}.$$

The symmetry group $C_{4v}$ has eight operations $R$: the identity, the half turn, two quarter turns, two mirrors that reverse one axis, and two diagonal mirrors. If $V(R\mathbf r)=V(\mathbf r)$, substituting $\mathbf r=R\mathbf s$ in the Fourier integral over a cell of area $a^2$ gives

$$\tilde V(R\mathbf G)=\frac1{a^2}\int V(R\mathbf s)\,e^{-iR\mathbf G\cdot R\mathbf s}\,d^2s=\tilde V(\mathbf G),$$

because $R$ preserves scalar products. It also preserves $|\mathbf G|$, so a basis defined by a kinetic-energy cutoff is mapped onto itself.

On a coefficient vector $\psi$ the operation acts as a permutation, $[D(R)\psi](R\mathbf G)=\psi(\mathbf G)$. Therefore

$$[D(R)^{-1}HD(R)]_{\mathbf G\mathbf G'}=H_{R\mathbf G,R\mathbf G'}=H_{\mathbf G\mathbf G'},$$

so $H$ commutes with every $D(R)$. The same calculation for a diagonal preconditioner $K$ gives $K_{R\mathbf G}$ in place of $K_{\mathbf G}$. Hence $K$ commutes with the group if and only if it is constant on each star, a star being the set of vectors $R\mathbf G$ generated from one $\mathbf G$. A function of kinetic energy alone meets this condition. Diagonality by itself does not.

The irreps are separated by projectors. Four irreps of $C_{4v}$ are one-dimensional, with characters $\chi(R)=\pm1$ that multiply like the operations. Their projectors are

$$P_\chi=\frac18\sum_R\chi(R)D(R).$$

Indeed $P_\chi^2=\frac1{64}\sum_{R,S}\chi(RS)D(RS)=P_\chi$, since each product $RS$ occurs eight times. For $A_1$ all characters are $+1$. For $A_2$ the mirrors have $-1$. For $B_1$ the quarter turns and diagonal mirrors have $-1$; for $B_2$ the quarter turns and axis mirrors do. At the identity and the half turn $C_2$ all four characters are $+1$, and at every other operation they sum to zero. The four projectors therefore add up to $\frac12[1+D(C_2)]$. What remains is

$$P_E=\tfrac12[1-D(C_2)],$$

the odd functions, which belong to the two-dimensional irrep $E$. With $M_x$ reversing $x$ and $M_y$ reversing $y$, we have $C_2=M_xM_y$, and $E$ splits into two rows: $E_x$, odd in $x$ and even in $y$, and $E_y$, the reverse.

All these projectors are built from the $D(R)$, so they commute with $H$ and with a star-constant $K$. Now collect the trial vectors as the columns of $\Psi$, and suppose $P\Psi=0$ for one of the projectors. A solver multiplies by $H$ or $K$ and forms linear combinations of vectors, and

$$P(H\Psi)=H(P\Psi)=0,\qquad P(K\Psi)=K(P\Psi)=0,\qquad P(\Psi C)=(P\Psi)C=0 .$$

The combination coefficients $C$ may depend on the vectors in any nonlinear way, through Ritz values, overlaps or step lengths; they still multiply from the right. By induction the absent component remains zero. This covers preconditioned gradient and Davidson iterations alike, in exact arithmetic. The individual trial vectors need not have a definite symmetry. What matters is that none of them has a component in the absent sector.

## The wrong answer with small residuals

Take the model potential

$$V=-2V_1(\cos gx+\cos gy)-4V_2\cos gx\cos gy$$

with $a=1$ nm, $V_1=3$ eV and $V_2=0.5$ eV. Writing the cosines as exponentials shows that $H$ couples plane waves differing by one step along an axis with strength $-V_1$, and those differing by one diagonal step with strength $-V_2$. The kinetic unit $\hbar^2g^2/2m$ is 1.504 eV. A cutoff of 100 units, or 150.4 eV, leaves 317 plane waves. Full diagonalization of this matrix gives the lowest levels

$$-9.339,\quad-4.945,\quad-4.945,\quad-1.189\ \text{eV}.$$

The first and fourth belong to $A_1$; the pair between them belongs to $E$.

The iterative calculation uses a block Davidson method. It diagonalizes $H$ in a small subspace, multiplies the residuals of the three lowest Ritz vectors by $K$, and adds the results to the subspace. The preconditioner is

$$K_{\mathbf G}=\frac1{T_{\mathbf G}+\Delta},\qquad\Delta=12\ \text{eV},$$

and the iteration stops when all three residual norms are below $10^{-5}$ eV. The subspace is restarted from the three Ritz vectors whenever it would exceed 15 vectors; the iteration counts quoted below depend on this limit, and those for random starts vary by a few steps from one draw to the next. The symmetric trial vectors are the equal-weight sums over the stars of $(0,0)$, $(1,0)$ and $(1,1)$, all of type $A_1$. Two starts give:

| Start | Iterations | Levels (eV) |
|---|---:|---|
| three star sums | 14 | $-9.339,\ -1.189,\ 3.965$ |
| three random vectors | 21 | $-9.339,\ -4.945,\ -4.945$ |

The symmetric run is shorter, but it has solved a different problem: it found the three lowest $A_1$ levels. With double occupation the correct level sum is

$$2(-9.339-4.945-4.945)=-38.46\ \text{eV},$$

whereas the symmetric start gives

$$2(-9.339-1.189+3.965)=-13.13\ \text{eV}.$$

The result is too high by 25.33 eV relative to the full diagonalization in the same basis. The sign is no accident: three eigenvalues selected from a spectrum cannot have a smaller sum than the three lowest.

The residual gives no warning. Expand a normalized vector in orthonormal eigenvectors, $\psi=\sum_i c_i\phi_i$, and let $r=(H-\varepsilon)\psi$. Then

$$\|r\|^2=\sum_i(\varepsilon_i-\varepsilon)^2|c_i|^2\ \ge\ \min_i(\varepsilon_i-\varepsilon)^2 .$$

A small residual guarantees that some eigenvalue lies within $\|r\|$ of $\varepsilon$. It does not say how many eigenvalues lie below. In the trapped run the largest residual was $6\times10^{-6}$ eV, and the three vectors were indeed good eigenvectors.

## Half of a degenerate pair

Including an irrep in the start is not always enough. Let $S$ be the mirror that exchanges $x$ and $y$. It carries $E_x$ functions into $E_y$ functions and commutes with $H$ and $K$. Suppose the only $E$ component in the start is

$$\cos\theta\,w+\sin\theta\,Sw,\qquad w\in E_x .$$

Then

$$H(\cos\theta\,w+\sin\theta\,Sw)=\cos\theta\,(Hw)+\sin\theta\,S(Hw),$$

and $K$ acts in the same way. The function $w$ changes, but the angle does not. Vectors of this form, at fixed $\theta$, make up an invariant subspace. The map from $w$ to such a vector preserves lengths, because $w$ and $Sw$ have opposite parity in $x$ and are orthogonal, and $\cos^2\theta+\sin^2\theta=1$. It also commutes with the action of $H$. The subspace therefore contains each $E$ level once instead of twice.

To see this at work, replace the third star sum by a combination of $\sin gx$ and $\sin gy$ with $\theta=30^\circ$. The Davidson iteration then returns $-9.339$, $-4.945$ and $-1.189$ eV. It finds one member of the pair, still oriented at $30^\circ$, and fills the third place with an $A_1$ state.

## Why the symmetric start is faster

The gain in speed can be calculated for the simplest solver, the preconditioned gradient step

$$\psi'=\psi-K(H-\varepsilon_\psi)\psi,\qquad \varepsilon_\psi=\frac{\langle\psi|H|\psi\rangle}{\langle\psi|\psi\rangle},$$

followed by normalization. Near a normalized eigenvector $\phi$ with level $\varepsilon$, write $\psi=\phi+\delta$ with $\delta$ orthogonal to $\phi$. The cross terms in $\langle\psi|H|\psi\rangle$ are $\varepsilon\langle\phi|\delta\rangle$ and its conjugate, which vanish, so $\varepsilon_\psi$ differs from $\varepsilon$ only at second order in $\delta$. Since $(H-\varepsilon)\phi=0$, to first order

$$\delta'=[1-K(H-\varepsilon)]\,\delta .$$

A part of $\delta'$ along $\phi$ merely changes the norm, and $H-\varepsilon$ removes it at the next step.

All $K_{\mathbf G}$ are positive, so we may set $\delta=K^{1/2}\eta$. Then

$$\eta'=(1-A)\eta,\qquad A=K^{1/2}(H-\varepsilon)K^{1/2}.$$

The matrix $A$ is Hermitian. Each of its eigenvectors, with real eigenvalue $\mu$, is multiplied by $1-\mu$ per step. The zero eigenvalue belongs to $\phi$ itself.

The unit step length must not overshoot, which requires $\mu<2$. From the Rayleigh quotient of $A$,

$$\mu\le\max_\delta\frac{\langle\delta|T+V_{\max}-\varepsilon|\delta\rangle}{\langle\delta|T+\Delta|\delta\rangle}\le\max\!\left(1,\frac{V_{\max}-\varepsilon}{\Delta}\right).$$

The potential is linear in each cosine separately, so its maximum lies where both are $\pm1$. It is $4V_1-4V_2=10$ eV, at the corner $x=y=a/2$. For the ground level the bound is $(10+9.34)/12=1.61$, and the step is safe.

Because $A$ commutes with the group, every $\mu$ can be assigned to a symmetry sector. For a general start the slowest deviation from the ground state sets the pace, and diagonalizing $A$ gives its factor as 0.734 per step. Within $A_1$ the slowest factor is 0.556. One decimal digit of the vector thus costs

$$\frac{\ln10}{-\ln0.734}=7.4\ \text{steps}\qquad\text{or}\qquad\frac{\ln10}{-\ln0.556}=3.9\ \text{steps}.$$

Here the speed gain is real: the slowest mode lies in a sector that the symmetric start has removed. Restriction to one sector can never enlarge the slowest factor, but it reduces it only when the slowest mode lies outside that sector. The calculation concerns one gradient vector; the Davidson counts in the table also reflect the quality of the starting vectors and the different levels reached. In this model the ground state is itself of type $A_1$, so for that one state the gain is also legitimate. The danger begins when further levels are wanted and their irreps are assumed instead of known.

## Why "never" is too strong

The same equation shows what happens to a tiny component in an absent sector. Consider a block of two converged $A_1$ vectors, at $-9.339$ and $-1.189$ eV, and add to the upper one a small part $\delta$ from another sector. After each gradient step the block is orthonormalized and $H$ is diagonalized within it. Since $\delta$ is orthogonal to all $A_1$ vectors, and $H$ does not connect them, these operations alter the vectors only at second order in $\delta$. To first order $\delta$ again obeys the equation above, with $\varepsilon=-1.189$ eV.

Now $A$ can have negative eigenvalues in the absent sector, and their number is known. With $\delta=K^{1/2}\eta$,

$$\langle\eta|A|\eta\rangle=\langle\delta|H-\varepsilon|\delta\rangle .$$

The map $K^{1/2}$ is invertible and keeps the sector. The largest subspace on which the left side is negative therefore has the same dimension as the largest one on which the right side is negative. For a Hermitian matrix this dimension is the number of negative eigenvalues. So $A$ has as many negative $\mu$ in the sector as $H$ has levels there below $\varepsilon$. This is Sylvester's law of inertia.

Each such mode grows by the factor $1+|\mu|$ per step. The trapped solution is a saddle: stable against deviations within its own symmetry, unstable towards every missing lower state. In the example each row of $E$ has one level below $-1.189$ eV, and diagonalization of $A$ gives $\mu=-0.2367$. A seed of amplitude $s$ reaches order one after about

$$N\approx\frac{\ln(1/s)}{\ln(1+|\mu|)}$$

steps. For $s=10^{-12}$ this is $27.63/0.2125=130$. When the lowest $E_x$ eigenvector is added with that amplitude and the iteration is run, the weight outside $A_1$ reaches one half at step 130. Agreement to the single step should not be expected in general. The estimate ignores factors of order one, such as the overlap of the seed with the growing mode. For this seed that factor is close to one, but a factor of 2 in amplitude would shift $N$ by $\ln2/0.2125\approx3$ steps.

Rounding errors can supply a seed unasked. Started from the first two star sums, with nothing else added, the same two-vector iteration in double precision met the residual criterion of $10^{-5}$ eV at step 41. Continued regardless, it left the symmetric solution at step 180. The absent sector was entered after all, but long after a normal calculation would have stopped. Escape by rounding is thus no protection. Its timing depends on the arithmetic, and a program that enforces the symmetry at every step would suppress it.

## What a safe start requires

The start must have a component in every irrep and row that contains a wanted level, and degenerate partners must be represented independently. With a star-constant preconditioner, and leaving aside escape by rounding, this condition is necessary; an example below shows that it is not always sufficient. Random vectors achieve this in practice, but they are not the only means. Take the three single plane waves $(0,0)$, $(1,0)$ and $(0,1)$. The second is

$$e^{igx}=\cos gx+i\sin gx ,$$

and its sine part lies in $E_x$; the third supplies $E_y$. This deterministic start gives the correct three levels in 18 iterations.

A modest admixture can also suffice. If a vector near a trapped state with level $\varepsilon$ has a component $c_i$ along a missing eigenvector, the residual formula gives $\|r\|\ge|\varepsilon_i-\varepsilon||c_i|$. Between $-1.189$ and $-4.945$ eV the distance is 3.756 eV, so the stopping test cannot be met while

$$|c_i|>\frac{10^{-5}}{3.756}\approx3\times10^{-6}.$$

Random noise of norm 0.01 spread over 317 coefficients has a typical component $0.01/\sqrt{317}\approx6\times10^{-4}$ along any one eigenvector, some two hundred times the threshold. This compares the start with a threshold that applies near the trapped state; it does not prove that the component survives the early iterations, so the outcome has to be tested. Adding such noise to the star sums leads to the correct levels in 21 iterations.

A preconditioner that varies within a star opens another way out. Suppose a residual has equal coefficients $r$ on $(1,0)$ and $(-1,0)$. After multiplication by $K$ its odd part on these two waves is $\pm\frac12(K_{(1,0)}-K_{(-1,0)})\,r$, which is nonzero if the two entries differ. With $K_{\mathbf G}$ multiplied by $1+0.3\sin(n_1+2n_2+0.5)$, the pure star sums also reach the correct levels, in 21 iterations. This shows why "diagonal" was too weak a condition for trapping; it is no recommendation, since a deliberate choice of trial vectors is easier to control.

Plane waves of low kinetic energy need some care too. An $A_2$ function changes sign under every mirror. If a mirror leaves $\mathbf G$ unchanged, the coefficient there must equal its own negative and so vanishes. This excludes $(0,0)$ and all stars of the form $(n,0)$ or $(n,n)$. The first star that can carry $A_2$ is that of $(2,1)$. The 13 plane waves with $n_1^2+n_2^2\le4$ therefore contain no $A_2$ component, however they are combined. Here the missing $A_2$ part does not matter in a search for 13 levels, because the lowest $A_2$ level is the fifteenth; in another potential the order could differ. Yet this start has a second weakness. Its span is mapped onto itself by the group, so diagonalizing $H$ within it gives vectors that can be chosen with definite symmetry, and a block gradient step keeps each of them in its sector: the number of vectors per sector is conserved. The 13 waves contain four $A_1$ combinations and only one of type $B_2$, from the star of $(1,1)$, whereas the lowest 13 levels include three of type $A_1$ and two of type $B_2$. The gradient iteration therefore returns the fourteenth level, an $A_1$ state at 6.115 eV, in place of the second $B_2$ level at 6.109 eV. A Davidson subspace holds more vectors than levels sought and can change the count, but whether it does so before the stopping test is met depends on how large it may grow. A symmetric start should therefore hold enough vectors in each sector; a mere component may not be enough.

Symmetry can still be used for speed, provided it is used completely: solve each irrep and row separately, with enough vectors in each, and merge the levels before filling them. A symmetric start confined to one sector answers only the question of what lies lowest in that sector.
